\section*{Hydrogenic K-shell photoionization: Stobbe's formula, Born limit and recombination}

\section{A fast electron: the plane-wave case}

Let a photon eject the electron of a hydrogenic ion so fast that, as a first attempt, the nuclear attraction on the outgoing electron is ignored. The initial state is $\psi_{1s}=\sqrt{Z^3/\pi}\,e^{-Zr}$ and the final state is a plane wave. Every integral is then elementary.

Atomic units are used, so $c=1/\alpha$. The nucleus is a fixed point charge $Z$, and the electron is nonrelativistic. The photon energy $\omega$, electron wave number $k$ and binding energy $I=Z^2/2$ obey
\begin{equation}
\omega=\frac{k^2+Z^2}{2},\qquad x=\frac{\omega}{I},\qquad
\nu=\frac Zk=\frac1{\sqrt{x-1}} .
\label{kin}
\end{equation}

The coupling is $\mathbf A\cdot\mathbf p/c$. One photon in a volume $V$ contributes the amplitude $\sqrt{2\pi c^2/(\omega V)}\,\boldsymbol\epsilon\,e^{i\mathbf q\cdot\mathbf r}$ to $\mathbf A$. In the dipole approximation the exponential is replaced by one. The golden rule gives the rate $(4\pi^2/\omega V)\sum|\langle E|\boldsymbol\epsilon\cdot\mathbf p|1s\rangle|^2$ for final states normalized per unit energy. Division by the photon flux $c/V$ yields
\begin{equation}
\sigma=\frac{4\pi^2\alpha}{\omega}\sum
|\langle E|\boldsymbol\epsilon\cdot\mathbf p|1s\rangle|^2 .
\label{golden}
\end{equation}

For plane waves of unit density, the sum at fixed energy is $k\int d\Omega/(2\pi)^3$, because $k^2dk=k\,dE$. The matrix element is $\boldsymbol\epsilon\cdot\mathbf k\,\tilde\psi(k)$, where
\begin{equation}
\tilde\psi(k)=\int e^{-i\mathbf k\cdot\mathbf r}\psi_{1s}\,d^3r
=\frac{8\sqrt\pi\,Z^{5/2}}{(k^2+Z^2)^2}.
\end{equation}
The angular integral of $(\boldsymbol\epsilon\cdot\mathbf k)^2$ is $4\pi k^2/3$. With $k^2+Z^2=2\omega$,
\begin{align}
\sigma_{\rm pw}
&=\frac{4\pi^2\alpha}{\omega}\frac{k}{8\pi^3}\frac{4\pi k^2}{3}
\frac{64\pi Z^5}{(2\omega)^4}
=\frac{8\pi\alpha k^3Z^5}{3\omega^5}\nonumber\\
&=\frac{2^8\pi\alpha}{3Z^2}x^{-7/2}
\left(1-\frac1x\right)^{3/2}.
\label{pw}
\end{align}
The last form uses $k=Z\sqrt{x-1}$ and $\omega=Z^2x/2$. Its leading term is the Born law,
\begin{equation}
\sigma_B=\frac{2^8\pi}{3}\frac{\alpha a_0^2}{Z^2}x^{-7/2}.
\label{born}
\end{equation}
The factor $a_0^2$ restores the unit of area. The energy in this power law is that of the photon.

The choice of operator matters here. For eigenstates of the same Hamiltonian $H=p^2/2-Z/r$, the commutator $[\mathbf r,H]=i\mathbf p$ gives $\langle f|\mathbf p|i\rangle=i\omega\langle f|\mathbf r|i\rangle$. A plane wave is not an eigenstate of $H$. Its position matrix element is
\begin{equation}
i\nabla_k\tilde\psi
=-\frac{4i\mathbf k}{k^2+Z^2}\tilde\psi
=-\frac{2i\mathbf k}{\omega}\tilde\psi .
\end{equation}
Multiplication by $i\omega$ gives $2\mathbf k\tilde\psi$, twice the momentum result. With a plane wave, the length form therefore gives four times the cross section of the velocity form at every energy, and it is four times too large in the high-energy limit. That the velocity form has the correct limit is shown below with the Coulomb wave.

\section{The Coulomb final state}

\subsection{Reduction to one radial integral}

The momentum operator acts simply on the initial state:
\begin{equation}
\mathbf p\,\psi_{1s}=-i\nabla\psi_{1s}=iZ\hat{\mathbf r}\,\psi_{1s}.
\end{equation}
For polarization along $z$, $\cos\theta\,Y_{00}=Y_{10}/\sqrt3$, so the final state is a $p$ wave, $(u/r)Y_{10}$. With $R_{1s}=2Z^{3/2}e^{-Zr}$, equation (\ref{golden}) becomes
\begin{equation}
\sigma=\frac{4\pi^2\alpha Z^2}{3\omega}J^2,\qquad
J=\int_0^\infty u(r)\,r\,R_{1s}(r)\,dr .
\label{sJ}
\end{equation}

\subsection{Normalization of the wave}

The radial equation is $u''+(k^2+2Z/r-2/r^2)u=0$. Substitution of $u=r^2e^{-ikr}w$ gives
\begin{equation}
rw''+(4-2ikr)w'+(2Z-4ik)w=0 .
\end{equation}
In the variable $z=2ikr$ this is Kummer's equation $zw_{zz}+(4-z)w_z-aw=0$ with $a=2+i\nu$. The regular solution is
\begin{equation}
u=\sqrt{\frac{2}{\pi k}}\,C_1k^2r^2e^{-ikr}M(2+i\nu,4,2ikr).
\label{wave}
\end{equation}

Normalization per unit energy requires $u\to\sqrt{2/(\pi k)}\sin(kr+\cdots)$, where the dots include the logarithmic Coulomb phase. Indeed, $\int\sin kr\sin k'r\,dr$ contributes $(\pi/2)\delta(k-k')=(\pi k/2)\delta(E-E')$.

At large $r$,
\begin{equation}
M(a,4,z)\sim 6\left[\frac{e^zz^{a-4}}{\Gamma(a)}
+\frac{(-z)^{-a}}{\Gamma(4-a)}\right].
\end{equation}
Since $z=e^{i\pi/2}2kr$ and $-z=e^{-i\pi/2}2kr$, both powers have modulus $(2kr)^{-2}e^{-\pi\nu/2}$. Also $4-a=a^*$, so after multiplication by $e^{-ikr}$ the terms are complex conjugates. Their sum oscillates with amplitude $12e^{-\pi\nu/2}/[4k^2r^2|\Gamma(2+i\nu)|]$. Equation (\ref{wave}) therefore requires
\begin{align}
C_1&=\tfrac13e^{\pi\nu/2}|\Gamma(2+i\nu)|,\nonumber\\
C_1^2&=\frac{1+\nu^2}{9}\frac{\pi\nu e^{\pi\nu}}{\sinh\pi\nu}
=\frac{1+\nu^2}{9}\frac{2\pi\nu}{1-e^{-2\pi\nu}} .
\label{C1}
\end{align}
Here $|\Gamma(2+i\nu)|^2=(1+\nu^2)|\Gamma(1+i\nu)|^2$ and $|\Gamma(1+i\nu)|^2=\pi\nu/\sinh\pi\nu$ were used.

\subsection{The radial integral}

For ${\rm Re}\,s>2k$, the series for $M$ may be integrated term by term:
\begin{align}
\int_0^\infty r^3e^{-sr}M(a,4,2ikr)\,dr
&=\sum_n\frac{(a)_n(2ik)^n}{(4)_n n!}\frac{\Gamma(n+4)}{s^{n+4}}\nonumber\\
&=6s^{-4}\left(1-\frac{2ik}{s}\right)^{-a}\nonumber\\
&=6s^{a-4}(s-2ik)^{-a}.
\label{int}
\end{align}
The middle step uses $\Gamma(n+4)=6(4)_n$ and the binomial series. The integral converges for ${\rm Re}\,s>0$, since $|M|$ is bounded by a multiple of $r^{-2}$ at large $r$. Both sides are analytic in that half-plane, so the result continues to $s=Z+ik$. There $s-2ik=s^*$, and
\begin{equation}
s^{-2+i\nu}(s^*)^{-2-i\nu}
=\frac{1}{(Z^2+k^2)^2}\left(\frac s{s^*}\right)^{i\nu}
=\frac{e^{-2\nu\,{\rm arccot}\,\nu}}{(2\omega)^2}.
\end{equation}
The phase of $s$ is $\arctan(k/Z)={\rm arccot}\,\nu$, between $0$ and $\pi/2$.

Define $G=e^{-4\nu\,{\rm arccot}\,\nu}$ and $D=1-e^{-2\pi\nu}$. Then
\begin{align}
J^2&=\frac{2}{\pi k}C_1^2k^4(4Z^3)\frac{36}{16\omega^4}G
=\frac{18k^3Z^3}{\pi\omega^4}C_1^2G\nonumber\\
&=\frac{4Z^3}{\omega^4}k^3\nu(1+\nu^2)\frac GD
=\frac{8Z^4}{\omega^3}\frac GD .
\end{align}
The last equality follows from $k\nu=Z$ and $k^2(1+\nu^2)=2\omega$. Insertion in (\ref{sJ}) gives $\sigma=32\pi^2\alpha Z^6G/(3\omega^4D)$. Since $\omega^4=Z^8x^4/16$,
\begin{equation}
\boxed{\sigma=\frac{2^9\pi^2}{3}\frac{\alpha a_0^2}{Z^2}x^{-4}
\frac{e^{-4\nu\,{\rm arccot}\,\nu}}{1-e^{-2\pi\nu}}}
\label{stobbe}
\end{equation}
This is Stobbe's cross section for one $1s$ electron. A filled K shell of two independent hydrogenic electrons has twice this value. In an atom with several electrons, screening changes both the orbital and the threshold, and (\ref{stobbe}) is then a model.

\section{Threshold and approach to the Born law}

\subsection{Threshold}

As $k\to0$, $\nu\to\infty$ and ${\rm arccot}\,\nu=1/\nu-1/(3\nu^3)+\cdots$. Thus $G\to e^{-4}$, $D\to1$, and
\begin{equation}
\sigma_{\rm th}=\frac{2^9\pi^2}{3e^4}\frac{\alpha a_0^2}{Z^2}.
\label{threshold}
\end{equation}
With $\alpha=0.0072974$ and $a_0^2=2.80029\times10^{-17}\,{\rm cm}^2$, hydrogen has $\sigma_{\rm th}=6.304\times10^{-18}\,{\rm cm}^2$. The cross section starts at a finite value because the factor $k^3$ of a free $p$ wave is cancelled by the growth $C_1^2\propto\nu^3$ in the attractive Coulomb field. A short-range potential lacks this cancellation.

The next term in ${\rm arccot}\,\nu$ gives $G\simeq e^{-4+4(x-1)/3}$. Hence the logarithmic slope at threshold is $-4+4/3=-8/3$.

\subsection{High photon energy}

The ratio of (\ref{stobbe}) to (\ref{born}) is $2\pi x^{-1/2}G/D$. With $x^{-1/2}=\nu/\sqrt{1+\nu^2}$ and $2\pi\nu/D=e^{\pi\nu}\pi\nu/\sinh\pi\nu$,
\begin{equation}
\frac{\sigma}{\sigma_B}
=\frac{e^{-4\nu\,{\rm arccot}\,\nu+\pi\nu}}{\sqrt{1+\nu^2}}
\frac{\pi\nu}{\sinh\pi\nu}.
\end{equation}
For small $\nu$, ${\rm arccot}\,\nu=\pi/2-\nu+O(\nu^3)$. The logarithm is
\begin{equation}
\ln\frac{\sigma}{\sigma_B}
=-\pi\nu+\left(4-\frac12-\frac{\pi^2}{6}\right)\nu^2+O(\nu^3),
\end{equation}
and exponentiation adds $\pi^2\nu^2/2$:
\begin{equation}
\frac{\sigma}{\sigma_B}=1-\pi\nu+
\left(\frac{\pi^2}{3}+\frac72\right)\nu^2+O(\nu^3).
\label{slow}
\end{equation}
The limit is one, which confirms the velocity form of the plane-wave calculation. The linear term combines $-2\pi\nu$ from the radial integral with $+\pi\nu$ from the normalization. Since $\nu\simeq x^{-1/2}$, a hundredfold increase in photon energy reduces the leading deviation only tenfold.

The local exponent shows the same behaviour. From (\ref{kin}), $d\nu/d\ln x=-\nu(1+\nu^2)/2$, so differentiation of $\ln\sigma$ gives
\begin{align}
\frac{d\ln\sigma}{d\ln\omega}={}&-4+\frac{\nu(1+\nu^2)}2
\biggl[4\,{\rm arccot}\,\nu\nonumber\\
&-\frac{4\nu}{1+\nu^2}+\frac{2\pi}{e^{2\pi\nu}-1}\biggr].
\label{slope}
\end{align}
For small $\nu$ the bracket is $1/\nu+\pi+O(\nu)$, so the slope is $-7/2+\pi\nu/2+O(\nu^2)$.

For hydrogen, the ratio and slope are:
\begin{center}
\begin{tabular}{rccc}
$x$ & $\sigma$ (cm$^2$) & $\sigma/\sigma_B$ & slope\\
1 & $6.304\times10^{-18}$ & 0.115 & $-2.667$\\
10 & $7.424\times10^{-21}$ & 0.429 & $-3.134$\\
100 & $4.070\times10^{-24}$ & 0.743 & $-3.359$\\
1000 & $1.571\times10^{-27}$ & 0.907 & $-3.452$
\end{tabular}
\end{center}
At $x=100$ the slope differs from $-7/2$ by 0.14, yet the Born law still exceeds $\sigma$ by about 35\% of $\sigma$. A nearly correct exponent does not ensure a correct magnitude.

\subsection{Where the nonrelativistic limit ends}

The ratio reaches 0.90 at $x=854.5$ and 0.99 at $x=9.73\times10^4$. The leading estimate $x=(\pi/\delta)^2$ for a deviation $\delta$ gives 987 and $9.87\times10^4$. For hydrogen the two photon energies are 11.63 keV and 1324 keV. The second exceeds the electron rest energy, 511 keV, so agreement within 1\% occurs outside the domain of the model.

Retardation supplies a concrete correction. Keep $e^{i\mathbf q\cdot\mathbf r}$ with a plane-wave final state, and let $\mu$ be the cosine between $\mathbf k$ and $\mathbf q$. Then $\tilde\psi$ is evaluated at $|\mathbf k-\mathbf q|$. With $q=\alpha\omega$ and $\beta=v/c=\alpha k$,
\begin{equation}
|\mathbf k-\mathbf q|^2+Z^2
=2\omega\left(1-\beta\mu+\frac{\alpha^2\omega}{2}\right).
\end{equation}
For $\alpha Z\ll\beta\ll1$, the last term is $\beta^2/4$. The squared amplitude acquires the factor
\begin{equation}
\left(1-\beta\mu+\tfrac14\beta^2\right)^{-4}
=1+4\beta\mu-\beta^2+10\beta^2\mu^2+\cdots .
\end{equation}
After averaging over polarization, the angular weight is $1-\mu^2$. The linear term vanishes, $\langle\mu^2\rangle=1/5$, and the total is multiplied by $1+\beta^2$ to this order. For $Z=1$ and $\beta=0.1$, numerical integration gives a relative change of 0.01001. The vanishing linear term is the dipole--quadrupole interference: the two amplitudes lead to final states of opposite parity. Other relativistic terms of order $\beta^2$ are omitted, and they cancel most of this increase. For hydrogen the Dirac equation with retardation exceeds (\ref{stobbe}) at the same photon energy by only about 0.1\% at $\beta=0.1$ and about 0.5\% at 11.63 keV. The factor $1+\beta^2$ should therefore not be applied by itself to the total cross section.

\section{Recombination by detailed balance}

Consider radiative capture into the empty $1s$ level of a bare nucleus. Let $S$ be the squared transition amplitude, summed over spins and polarizations and averaged over directions. Microscopic reversibility gives the same $S$ in both directions. The golden rule then gives
\begin{align}
\sigma\frac cV&=\frac{2\pi S}{g_ag_\gamma}
\frac{V\,4\pi k^2}{(2\pi)^3v},\nonumber\\
\sigma_{\rm rec}\frac vV&=\frac{2\pi S}{g_+g_e}
\frac{V\,4\pi q^2}{(2\pi)^3c}.
\end{align}
Here $v=k$ is the electron speed. Division yields $g_ag_\gamma q^2\sigma=g_+g_ek^2\sigma_{\rm rec}$. The weights are $g_a=2$ for the $1s$ electron, $g_\gamma=2$ for polarization, $g_e=2$ for the free spin and $g_+=1$ for the bare nucleus; nuclear spin cancels. Since $q=\alpha\omega$ and $k^2=2E_e$,
\begin{equation}
\boxed{\sigma_{\rm rec}=\frac{2q^2}{k^2}\sigma
=\frac{(\hbar\omega)^2}{mc^2E_e}\,\sigma,\qquad
\hbar\omega=I+E_e}
\label{rec}
\end{equation}
The final expression is in ordinary units. This is spontaneous capture; stimulated emission in an external radiation field is additional.

If one K electron is already present, independent electrons with unchanged orbitals have $g_a=1$, $g_+=2$ and photoionization cross section $2\sigma$. Capture is then $q^2\sigma/k^2$, half of (\ref{rec}), as expected for one vacancy instead of two.

At small electron energy, $\sigma_{\rm rec}\to I^2\sigma_{\rm th}/(mc^2E_e)$. The divergence as $1/E_e$ arises because the photoionization cross section remains nonzero at threshold. In the formal Born limit, $\hbar\omega\simeq E_e$ and $\sigma_{\rm rec}\propto E_e^{-5/2}$.

For hydrogen at $E_e=13.606$ eV, detailed balance gives $9.920\times10^{-23}\,{\rm cm}^2$. The same value follows from the spontaneous-emission rate $(4/3)\alpha^3\omega|\langle1s|\mathbf p|\psi_{\mathbf k}\rangle|^2$, divided by $v$, with a full three-dimensional Coulomb scattering wave. This tests the statistical factors as well as the matrix element.

\section{Evaluation for hydrogen-like titanium}

The ion Ti$^{21+}$ has one electron, so screening is absent. For $Z=22$, the nonrelativistic binding energy is 6.5852 keV, and (\ref{threshold}) gives
\begin{equation}
\sigma_{\rm th}=\frac{6.3043\times10^{-18}}{22^2}\,{\rm cm}^2
=1.3025\times10^{-20}\,{\rm cm}^2 .
\end{equation}

For a 10 keV electron captured by bare Ti$^{22+}$, the photon energy is 16.5852 keV. Hence $x=16.5852/6.5852=2.5186$ and $\nu=0.8115$. The Coulomb factors are $G=0.05580$ and $D=0.99390$. Dividing (\ref{stobbe}) by (\ref{threshold}) gives a convenient form:
\begin{align}
\sigma&=\sigma_{\rm th}\,\frac{e^4G}{x^4D}\nonumber\\
&=(1.3025\times10^{-20})
\frac{e^4(0.05580)}{(2.5186)^4(0.99390)}\,{\rm cm}^2\nonumber\\
&=9.92\times10^{-22}\,{\rm cm}^2 .
\end{align}
The detailed-balance factor is $(16.5852)^2/(510.999\times10)=0.05383$, so
\begin{equation}
\sigma_{\rm rec}=0.05383\,\sigma
=5.34\times10^{-23}\,{\rm cm}^2 .
\end{equation}
At 1 keV the corresponding capture cross section is $1.00\times10^{-21}\,{\rm cm}^2$, about 19 times larger. Photoionization contributes a factor of about 9.0 to this change, and the detailed-balance factor about 2.1.

At 10 keV, $\sigma/\sigma_B=0.222$: the Born law is too large by a factor of 4.5. A ratio of 0.90 would require a 5.6 MeV photon, far outside the nonrelativistic domain. The parameter $(\alpha Z)^2=0.026$ sets the scale of the omitted relativistic effects. For a point nucleus the Dirac equation raises the binding energy by 43 eV, to 6.628 keV. With retardation included and at the same electron energy, it lowers the photoionization cross section by about 1.6\% near threshold and 0.2\% at 10 keV, and the capture cross section by about 0.35\% at 1 keV and 0.6\% at 10 keV. Finite nuclear mass and size are also omitted. The extra digits above serve to check an implementation.

\section{Numerical use and checks}

Near threshold, set $w=\sqrt{x-1}=1/\nu$ and evaluate
\begin{equation}
G=\exp\left(-4\frac{\arctan w}{w}\right),\qquad
D=-{\rm expm1}(-2\pi/w),
\end{equation}
where ${\rm expm1}(y)=e^y-1$. At $w=0$, use $G=e^{-4}$ and $D=1$. The function expm1 also avoids cancellation in $D$ at high energy. Equation (\ref{slope}) subtracts nearly equal terms near threshold, where its limit $-8/3$ should be used.

Direct integration of the radial equation, in both length and velocity forms, agrees with (\ref{stobbe}) to a largest relative difference of $2.7\times10^{-7}$ at the sampled positive energies. A separate check uses the oscillator strength per unit energy, $df/dE=\sigma/(2\pi^2\alpha)$ in atomic units. The continuum contributes 0.43500 and the bound transitions 0.56500, giving the required sum of one. The numerical output lists the remaining values.

\section*{Table of computed values}
\begin{verbatim}
fine-structure constant = 0.0072974
Bohr radius squared = 2.80029e-17 cm^2
electron rest energy = 510.999 keV
H binding energy = 13.6057 eV
H threshold cross section = 6.3043e-18 cm^2
H threshold, numerical radial wave = 6.3044e-18 cm^2
Born law / Stobbe at threshold = 8.690
largest relative error, radial test = 2.7e-07
H table: x, photon eV, sigma cm^2, sigma/Born, local slope
        1       13.61 6.3043e-18 0.1151 -2.667
        2       27.21 9.3139e-19 0.1924 -2.847
       10      136.06 7.4236e-21 0.4285 -3.134
      100     1360.57 4.0703e-24 0.7430 -3.359
     1000    13605.69 1.5714e-27 0.9071 -3.452
    10000   136056.93 5.3097e-31 0.9693 -3.484
sigma/Born = 0.90 at x = 854.5
  photon energy for H = 11.63 keV
  photon energy for Ti21+ = 5627 keV
sigma/Born = 0.99 at x = 9.734e+04
  photon energy for H = 1324 keV
  photon energy for Ti21+ = 6.41e+05 keV
bound oscillator strength from 1s = 0.56500
continuum oscillator strength = 0.43500
plane wave, length/velocity cross section = 4.00000
retardation change at v/c = 0.1: 0.01001
H capture, electron 13.606 eV:
  detailed balance = 9.91955e-23 cm^2
  direct emission = 9.91955e-23 cm^2
Ti21+ binding energy = 6.5852 keV
Ti21+ (alpha Z)^2 = 0.0258
Ti21+ threshold cross section = 1.3025e-20 cm^2
Ti22+ capture, electron energy = 1 keV
  photon energy = 7.5852 keV, x = 1.15186
  nu = 2.56616
  exp(-4 nu arccot nu) = 0.022056
  1-exp(-2 pi nu) = 1.000000
  photoionization = 8.9104e-21 cm^2
  sigma/Born = 0.1291
  capture/photoionization = 0.11259
  recombination = 1.0032e-21 cm^2
Ti22+ capture, electron energy = 10 keV
  photon energy = 16.5852 keV, x = 2.51857
  nu = 0.81149
  exp(-4 nu arccot nu) = 0.055802
  1-exp(-2 pi nu) = 0.993896
  photoionization = 9.9235e-22 cm^2
  sigma/Born = 0.2223
  capture/photoionization = 0.05383
  recombination = 5.3418e-23 cm^2
\end{verbatim}
